# Sign of the isotope field shift when an electron is removed: verification in Python

```python
# Result under test (atomic units, nonrelativistic restricted Hartree-Fock):
#   d(E_ion - E_atom) = F d<r^2>,  F = (2 pi/3) Z [rho_ion(0) - rho_atom(0)].
# Removing a valence s electron lowers rho(0) (F<0); removing a p or d electron raises it
# (F>0) because the s shells contract in the less screened field.
# Symbols: P = r R(r) radial function, q occupation, rho(0) = sum_s q P'(0)^2/(4 pi),
# y0 Hartree potential of one electron, T_b = J_b - exchange average of shell b.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.interpolate import BSpline
from scipy.special import erfc, gamma
from scipy.constants import physical_constants as pc, fine_structure as alpha
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
BOHR = pc['Bohr radius'][0]*1e10
HART = pc['Hartree energy in eV'][0]
EV_MHZ = pc['electron volt-hertz relationship'][0]/1e6
RHO = BOHR**-3
pi = np.pi

# radial grid and Slater kernels r<^k / r>^(k+1)
nint, npt, deg, r0, rmax = 42, 12, 7, 0.02, 40.0
edges = r0*np.expm1(np.arange(nint+1)*np.log(rmax/r0+1)/nint)
xg, wg = leg.leggauss(npt)
half = np.diff(edges)/2
r = (edges[:-1, None] + half[:, None]*(xg+1)).ravel()
w = (half[:, None]*wg).ravel()
prim = np.array([leg.legval(xg, leg.legint(e, lbnd=-1)) for e in np.eye(npt)]).T
partial = prim @ np.linalg.inv(leg.legvander(xg, npt-1))
cell = np.repeat(np.arange(nint), npt)
cum = (cell[None, :] < cell[:, None])*w[None, :]
for i in range(nint):
    cum[i*npt:(i+1)*npt, i*npt:(i+1)*npt] = half[i]*partial
G = [cum*r[None, :]**k/r[:, None]**(k+1)
     + (w[None, :]-cum)*r[:, None]**k/r[None, :]**(k+1) for k in range(5)]
M = [0.5*(w[:, None]*g + (w[:, None]*g).T) for g in G]
EX = [[sum(0.5*float(wigner_3j(l, k, m, 0, 0, 0)**2)*M[k]
           for k in range(abs(l-m), l+m+1, 2)) for m in range(3)] for l in range(3)]

def make_basis(val, der):
    b = dict(B=[], T=[], X=[], val=val)
    for l in range(3):
        raw = val(l, r)
        X = np.linalg.inv(np.linalg.cholesky(raw.T @ (w[:, None]*raw))).T
        B, D = raw @ X, der(l, r) @ X
        b['B'].append(B); b['X'].append(X)
        b['T'].append(0.5*D.T @ (w[:, None]*D) + 0.5*l*(l+1)*B.T @ ((w/r**2)[:, None]*B))
    b['slope'] = der(0, np.zeros(1))[0] @ b['X'][0]
    return b

knots = np.r_[[0.0]*deg, edges, [edges[-1]]*deg]
spl = BSpline(knots, np.eye(len(knots)-deg-1), deg)
dspl = spl.derivative(1)
sb = make_basis(lambda l, x: spl(x)[:, l+1:-1], lambda l, x: dspl(x)[:, l+1:-1])
curv = [spl.derivative(2)(np.zeros(1))[0, l+1:-1] @ sb['X'][l] for l in range(2)]
exps = [np.geomspace(0.05, 2e4, 12), np.geomspace(0.05, 600, 9), np.geomspace(0.25, 25, 5)]
def gval(l, x, p=1):
    a = exps[l]
    return np.sqrt(2*(2*a)**(l+1.5)/gamma(l+1.5))*x[:, None]**(l+p)*np.exp(-a*x[:, None]**2)
gb = make_basis(gval, lambda l, x: gval(l, x, 0)*(l+1-2*exps[l]*x[:, None]**2))

def local(b, l, v):
    return b['B'][l].T @ ((w*v)[:, None]*b['B'][l])
def one_electron_JK(b, l, P, m):
    B = b['B'][l]
    return B.T @ ((M[0] @ P**2)[:, None]*B), B.T @ (EX[l][m]*np.outer(P, P)) @ B
def s_density(b, C, q):
    return np.array(q)*(b['slope'] @ C[:, :len(q)])**2/(4*pi)

def hartree_fock(b, Z, occ, C=None, dv=None):
    h = [b['T'][l] - Z*local(b, l, 1/r) + (0 if dv is None else dv[l]) for l in range(3)]
    if C is None:
        vg = -((Z-1)/(1+0.536*r*Z**(1/3)/0.8853)**2 + 1)/r
        C = [np.linalg.eigh(b['T'][l] + local(b, l, vg))[1] for l in range(3)]
    hist = []
    for it in range(120):
        P = [b['B'][l] @ C[l][:, :len(occ[l])] for l in range(3)]
        D = [(P[l]*np.array(occ[l])) @ P[l].T for l in range(3)]
        vh = M[0] @ sum(np.diag(d) for d in D)
        E, R, err, Fc, gmax = 0.0, [], [], [], 0.0
        for l in range(3):
            B, c, n, full = b['B'][l], C[l], len(occ[l]), 4*l+2
            F = h[l] + B.T @ (vh[:, None]*B) - B.T @ sum(EX[l][m]*D[m] for m in range(3)) @ B
            Fc.append(F)
            Fm = c.T @ F @ c
            Rm = Fm.copy()
            kind = np.r_[np.zeros(n), 2*np.ones(len(c)-n)]
            q = occ[l][-1]
            if q < full:
                J, K = one_electron_JK(b, l, P[l][:, -1], l)
                Fo = c.T @ (F + ((q-1)*full/(full-1) - q)*(J-K)) @ c
                o = n-1
                Rm[o:, o:] = Fo[o:, o:]
                Rm[:o, o] = Rm[o, :o] = (full*Fm[:o, o] - q*Fo[:o, o])/(full-q)
                kind[o] = 1
            E += 0.5*np.dot(occ[l], np.diag(Rm)[:n] + np.diag(c[:, :n].T @ h[l] @ c[:, :n]))
            g = Rm*(kind[:, None] < kind[None, :])
            gmax = max(gmax, abs(g).max())
            err.append((c @ (g-g.T) @ c.T).ravel())
            R.append(c @ Rm @ c.T)
        if gmax < 3e-7:
            C = [np.linalg.eigh(x)[1] for x in R]
            return dict(E=E, C=C, Fc=Fc, Z=Z, occ=occ, rho=s_density(b, C[0], occ[0]))
        hist = (hist + [(R, np.concatenate(err))])[-8:]
        n = len(hist)
        A = np.ones((n+1, n+1)); A[n, n] = 0
        e = np.array([x[1] for x in hist])
        A[:n, :n] = e @ e.T/(e[-1] @ e[-1])
        co = np.linalg.solve(A, np.r_[np.zeros(n), 1.0])[:n]
        C = [np.linalg.eigh(sum(co[i]*hist[i][0][l] for i in range(n)))[1] for l in range(3)]
    raise AssertionError('SCF did not converge')

conf = {'Zn': (30, [[2, 2, 2, 2], [6, 6], [10]], None),
        'Zn+(-4s)': (30, [[2, 2, 2, 1], [6, 6], [10]], 'Zn'),
        'Zn+(-3d)': (30, [[2, 2, 2, 2], [6, 6], [9]], 'Zn'),
        'Ga': (31, [[2, 2, 2, 2], [6, 6, 1], [10]], None),
        'Ga+(-4p)': (31, [[2, 2, 2, 2], [6, 6], [10]], 'Ga')}
def run_all(b):
    out = {}
    for name, (Z, occ, par) in conf.items():
        out[name] = hartree_fock(b, Z, occ, out[par]['C'] if par else None)
    return out
def coulomb(Z, l, extra=0):
    return np.linalg.eigh(sb['T'][l] - Z*local(sb, l, 1/r) + extra)

# solver checks: hydrogenic limit, PySCF in a shared Gaussian basis, virial, cusp
e1, c1 = coulomb(30, 0)
assert abs(e1[0]/-450 - 1) < 1e-8
assert abs(s_density(sb, c1, [1])[0]/(30**3/pi) - 1) < 1e-6
eri, worst = None, 0.0
for name, st in run_all(gb).items():
    sym, nel = name[:2], sum(map(sum, st['occ']))
    mol = gto.M(atom=sym+' 0 0 0', basis={sym: [[l, [a, 1.0]] for l in range(3) for a in exps[l]]},
                charge=st['Z']-nel, spin=nel % 2, verbose=0)
    if eri is None:
        eri = mol.intor('int2e', aosym='s8')
    loc, dm = mol.ao_loc_nr(), np.zeros((2, mol.nao, mol.nao))
    for l in range(3):
        sh = [i for i in range(mol.nbas) if mol.bas_angular(i) == l]
        ix = [int(np.argmin(abs(exps[l]-mol.bas_exp(i)[0]))) for i in sh]
        for j, q in enumerate(st['occ'][l]):
            cp = (gb['X'][l] @ st['C'][l][:, j])[ix]
            na = min(q, 2*l+1)
            for s, ns in enumerate((na, q-na)):
                for m in range(ns):
                    v = np.zeros(mol.nao); v[loc[sh]+m] = cp
                    dm[s] += np.outer(v, v)
    mf = scf.UHF(mol); mf._eri = eri
    diffs = [mf.energy_tot(dm=dm) - st['E']]
    if name in ('Zn', 'Zn+(-4s)', 'Ga+(-4p)'):
        mf = scf.ROHF(mol) if nel % 2 else scf.RHF(mol)
        mf._eri, mf.conv_tol = eri, 1e-10
        diffs.append(mf.kernel(dm0=dm if nel % 2 else dm.sum(0)) - st['E'])
        d = np.asarray(mf.make_rdm1())
        d = d.sum(0) if d.ndim == 3 else d
        ao = mol.eval_gto('GTOval', np.zeros((1, 3)))[0]
        assert abs(ao @ d @ ao/st['rho'].sum() - 1) < 1e-6
    worst = max(worst, max(map(abs, diffs)))
assert worst < 1e-6
print(f'largest energy difference to PySCF, Gaussian basis: {worst*HART:.1e} eV')

hf = run_all(sb)
print('state: E (eV), rho(0) (A^-3), <r>4s (A); then rho(0) of 1s 2s 3s 4s (A^-3)')
for name, st in hf.items():
    kin = sum(q*st['C'][l][:, j] @ sb['T'][l] @ st['C'][l][:, j]
              for l in range(3) for j, q in enumerate(st['occ'][l]))
    assert abs(kin/st['E'] + 1) < 1e-6
    p1, p2, q = sb['slope'] @ st['C'][0][:, :4], curv[0] @ st['C'][0][:, :4], np.array(st['occ'][0])
    assert abs((q*p1*p2).sum()/(q*p1**2).sum()/(-2*st['Z']) - 1) < 1e-3
    st['r4s'] = w @ (r*(sb['B'][0] @ st['C'][0][:, 3])**2)
    print(f"{name}: {st['E']*HART:.3f}, {st['rho'].sum()*RHO:.2f}, {st['r4s']*BOHR:.4f}")
    print('   shells: ' + ' '.join(f'{x*RHO:.2f}' for x in st['rho']))

# self-consistent energies with a Gaussian nucleus
rms_A, dr2_A = 4e-5, 1e-11
r2 = (rms_A/BOHR)**2
an = np.sqrt(1.5/r2)
xf, wf = leg.leggauss(40)
xf, wf = (xf+1)*3.25/an, wf*3.25/an
for st in hf.values():
    Bf = [sb['val'](l, xf) @ sb['X'][l] for l in range(3)]
    dv = [B.T @ ((wf*st['Z']*erfc(an*xf)/xf)[:, None]*B) for B in Bf]
    st['dE'] = hartree_fock(sb, st['Z'], st['occ'], st['C'], dv)['E'] - st['E']
    assert abs(st['dE']/(2*pi/3*st['Z']*st['rho'].sum()*r2) - 1) < 0.01  # O(Z R) terms
print(f'model nucleus rms {rms_A:.1e} A, model d<r^2> {dr2_A:.1e} A^2')
fmt = lambda v: ' '.join(f'{x*RHO:+.3f}' for x in v) + f' | {sum(v)*RHO:+.3f}'
shells = lambda op: s_density(sb, np.linalg.eigh(op)[1], [2]*4)
net = {}
for ion, l in (('Zn+(-4s)', 0), ('Zn+(-3d)', 2), ('Ga+(-4p)', 1)):
    a, b = hf[conf[ion][2]], hf[ion]
    dr = b['rho'] - a['rho']
    net[ion] = dr.sum()
    direct = -a['rho'][3]/2 if l == 0 else 0.0
    F = 2*pi/3*a['Z']*dr.sum()
    F_scf = (b['dE'] - a['dE'])/r2
    assert abs(F_scf/F - 1) < 0.01
    assert b['r4s'] < a['r4s'] and dr.sum() - direct > 0
    print(f"{ion}: removal energy {(b['E']-a['E'])*HART:.3f} eV; changes in A^-3, 1s..4s | sum")
    print('   full SCF: ' + fmt(dr))
    if l == 0:
        assert dr.sum() < 0
    else:
        J, K = one_electron_JK(sb, 0, sb['B'][l] @ a['C'][l][:, len(a['occ'][l])-1], l)
        bare = shells(a['Fc'][0]-J) - a['rho']
        withx = shells(a['Fc'][0]-J+K) - a['rho']
        # operator with the same 4s orbital in which excited states see one 4s partner only
        J4, K4 = one_electron_JK(sb, 0, sb['B'][0] @ a['C'][0][:, 3], 0)
        Fs = a['Fc'][0] - 2*(J4-K4) + J4
        one_partner = shells(Fs-J+K)[3] - a['rho'][3]
        print('   frozen, Coulomb only: ' + fmt(bare))
        print('   frozen, with exchange: ' + fmt(withx))
        print(f'   4s change, one-partner operator: {one_partner*RHO:+.3f} A^-3')
        assert abs(shells(Fs)[3]/a['rho'][3] - 1) < 1e-4
        assert dr.sum() > 0 and bare.sum() > 0 and withx.sum() > 0 and np.argmax(dr) == 3
        assert one_partner > withx[3] and one_partner > dr[3]
        if l == 2:
            assert dr.sum() < bare.sum()
    print(f'   direct {direct*RHO:+.3f}, relaxation {(dr.sum()-direct)*RHO:+.3f} A^-3')
    Fev = F*HART/BOHR**2
    print(f'   F {Fev:+.4e} eV/A^2, finite-nucleus SCF {F_scf*HART/BOHR**2:+.4e} eV/A^2')
    print(f'   shift {Fev*dr2_A:+.3e} eV = {Fev*dr2_A*EV_MHZ:+.1f} MHz')

# unit charge removed from a thin shell of radius a, frozen Zn field
zn, resp = hf['Zn'], []
for a_A in (0.25, 1.0, 3.0, 10.0):
    resp.append((shells(zn['Fc'][0] - local(sb, 0, 1/np.maximum(r, a_A/BOHR))) - zn['rho']).sum())
    print(f'thin shell a = {a_A:.2f} A: change of rho(0) {resp[-1]*RHO:+.4f} A^-3')
assert resp[0] > resp[1] > resp[2] > 0 and abs(resp[3]) < 1e-4*resp[0]

# nodeless theorem: hydrogenic 1s (Z=3), dV = -y0 of the Zn 3d orbital
dV = -G[0] @ (sb['B'][2] @ zn['C'][2][:, 0])**2
dVm, lam = local(sb, 0, dV), 0.05
def fd_density(Z, n):
    f = lambda s: s_density(sb, coulomb(Z, 0, s*dVm)[1], [1]*n)[-1]
    return (f(lam) - f(-lam))/(2*lam)
Zt = 3
P2 = 4*Zt**3*r**2*np.exp(-2*Zt*r)
g = cum @ (P2*(w @ (P2*dV) - dV))
assert g.min() > -1e-10
thm = 4*w @ (g*(1+2*Zt*r+2*Zt**2*r**2)/(4*Zt**3*r**2))
num = fd_density(Zt, 1)/(Zt**3/pi)
print(f'nodeless 1s, Z=3: d ln|psi(0)|^2 formula {thm:.5f}, diagonalization {num:.5f}')
assert thm > 0 and abs(num/thm - 1) < 1e-3

# Fermi-Segre estimate for a noded state: hydrogenic 8s, Z=30 (semiclassical, 10 percent)
u = {n: n*n*c1[:, n-1] @ dVm @ c1[:, n-1] for n in (7, 8, 9)}
fs = 30/pi*((u[9]-u[7])/2/64 - 2*u[8]/512)
ex = fd_density(30, 8)
print(f'noded 8s, Z=30: Fermi-Segre {fs*RHO:.4f}, diagonalization {ex*RHO:.4f} A^-3')
assert ex > 0 and abs(fs/ex - 1) < 0.10

# p1/2 contact density from the small component, against the exact Dirac ratio
pauli = lambda c: 9*alpha**2*(curv[1] @ c/2)**2/(16*pi)
gam = np.sqrt(1-(Zt*alpha)**2)
N = np.sqrt(2+2*gam)
eps = (1+gam)/N
dirac = lambda k: ((1+eps)*(N-k-1)**2 + (1-eps)*(N-k+1)**2)/(N-k)
ratio = pauli(coulomb(Zt, 1)[1][:, 0])/s_density(sb, coulomb(Zt, 0)[1], [1, 1])[1]
print(f'2p1/2 to 2s ratio, Z=3: Pauli {ratio:.4e}, Dirac {dirac(1)/dirac(-1):.4e}')
assert abs(ratio/(dirac(1)/dirac(-1)) - 1) < 2e-3  # O((Z alpha)^2)
p_half = pauli(hf['Ga']['C'][1][:, 2])
print(f"Ga 4p1/2 contact density {p_half*RHO:.3f} A^-3, "
      f"fraction of relaxation {p_half/net['Ga+(-4p)']:.4f}")
assert p_half < 0.1*net['Ga+(-4p)']
print('all tests passed')
```

Output:

```
largest energy difference to PySCF, Gaussian basis: 9.3e-11 eV
state: E (eV), rho(0) (A^-3), <r>4s (A); then rho(0) of 1s 2s 3s 4s (A^-3)
Zn: -48377.712, 124491.09, 1.5334
   shells: 112205.57 10698.74 1525.57 61.20
Zn+(-4s): -48370.077, 124467.51, 1.3580
   shells: 112205.88 10698.22 1522.81 40.60
Zn+(-3d): -48362.467, 124548.28, 1.2728
   shells: 112202.89 10698.80 1547.92 98.68
Ga: -52334.598, 137647.14, 1.3171
   shells: 123919.81 11902.31 1731.32 93.71
Ga+(-4p): -52329.121, 137661.53, 1.2412
   shells: 123920.23 11902.86 1731.67 106.77
model nucleus rms 4.0e-05 A, model d<r^2> 1.0e-11 A^2
Zn+(-4s): removal energy 7.635 eV; changes in A^-3, 1s..4s | sum
   full SCF: +0.311 -0.517 -2.762 -20.605 | -23.572
   direct -30.601, relaxation +7.029 A^-3
   F -2.1327e+04 eV/A^2, finite-nucleus SCF -2.1261e+04 eV/A^2
   shift -2.133e-07 eV = -51.6 MHz
Zn+(-3d): removal energy 15.245 eV; changes in A^-3, 1s..4s | sum
   full SCF: -2.683 +0.063 +22.343 +37.474 | +57.197
   frozen, Coulomb only: +0.172 +12.726 +59.331 +41.893 | +114.122
   frozen, with exchange: +0.413 +18.555 +56.229 +40.153 | +115.350
   4s change, one-partner operator: +59.804 A^-3
   direct +0.000, relaxation +57.197 A^-3
   F +5.1750e+04 eV/A^2, finite-nucleus SCF +5.1591e+04 eV/A^2
   shift +5.175e-07 eV = +125.1 MHz
Ga+(-4p): removal energy 5.477 eV; changes in A^-3, 1s..4s | sum
   full SCF: +0.426 +0.549 +0.350 +13.061 | +14.387
   frozen, Coulomb only: +0.322 +0.894 +1.643 +8.823 | +11.682
   frozen, with exchange: +0.552 +0.910 +1.291 +10.537 | +13.289
   4s change, one-partner operator: +15.667 A^-3
   direct +0.000, relaxation +14.387 A^-3
   F +1.3450e+04 eV/A^2, finite-nucleus SCF +1.3407e+04 eV/A^2
   shift +1.345e-07 eV = +32.5 MHz
thin shell a = 0.25 A: change of rho(0) +181.9568 A^-3
thin shell a = 1.00 A: change of rho(0) +24.4825 A^-3
thin shell a = 3.00 A: change of rho(0) +0.2882 A^-3
thin shell a = 10.00 A: change of rho(0) -0.0000 A^-3
nodeless 1s, Z=3: d ln|psi(0)|^2 formula 0.07722, diagonalization 0.07722
noded 8s, Z=30: Fermi-Segre 5.3489, diagonalization 5.3645 A^-3
2p1/2 to 2s ratio, Z=3: Pauli 8.9862e-05, Dirac 8.9885e-05
Ga 4p1/2 contact density 0.178 A^-3, fraction of relaxation 0.0124
all tests passed
```
